\section*{Comment: a delocalized semilocal hole does not rule out self-trapping}

\section{The argument under review}

The manuscript considers hole transport in a wide-gap oxide for power devices. One electron is removed from a supercell, the atoms are relaxed with a semilocal density functional, and the hole ends up spread over the whole cell. A trial distortion around one anion relaxes back to the perfect lattice. The authors conclude that the material has no self-trapped hole, and hence that its hole mobility is band-like.

The calculation shows that the \emph{approximate} energy surface has no localized minimum within reach of the trial distortion. The conclusion concerns the true surface. Does the first statement imply the second? The answer depends on how the functional treats a fraction of a hole, because a delocalized hole is, site by site, a collection of small fractions.

\section{What the energy of a fractional hole should be}

Let $E(q)$ be the energy of one site carrying a hole fraction $q$, at fixed nuclei. Take $M$ equivalent sites, so far apart that tunnelling and interaction vanish, and one hole in total. With the hole on any one site the energy is $E(1)+(M-1)E(0)$. These $M$ states are degenerate, so their equal superposition has the same energy, although each site now carries $1/M$ of a hole on average. If the total is a sum of site energies,
\begin{equation}
M E(1/M)=E(1)+(M-1)E(0).
\end{equation}
Division by $M$ gives
\begin{equation}
E(1/M)=\left(1-\tfrac1M\right)E(0)+\tfrac1M E(1),
\end{equation}
which lies on the straight line between the whole charges. Other fractions $P/M$ follow by placing $P$ holes on $M$ sites, provided that no site gains energy by taking a second hole from another.

For an approximate functional, define the deviation from its own line,
\begin{equation}
D(q)=E(q)-(1-q)E(0)-qE(1).
\end{equation}
Sharing one hole among $M$ separated sites then changes the energy by
\begin{equation}
M E(1/M)-E(1)-(M-1)E(0)=M D(1/M).
\end{equation}
The correct value is zero. A convex $E(q)$ has $D<0$ between the ends and rewards sharing. For the simplest convex form,
\begin{equation}
D(q)=-\frac K2\,q(1-q),\qquad K=\frac{d^2E}{dq^2}>0,
\label{eq:D}
\end{equation}
the false gain is
\begin{equation}
M D(1/M)=-\frac K2\left(1-\frac1M\right).
\label{eq:gain}
\end{equation}
It tends to $-K/2$ for a fully spread hole and vanishes for a hole on one site. The error therefore acts on the very comparison that decides self-trapping.

\section{Fractional-charge energies of a real ion}

The sign of $D$ can be computed. Consider a hole in one $4p$ orbital of a bromide ion, with the PBE functional and the def2-TZVP basis. Six point charges of $+1/6$ each, placed octahedrally at 3.0~\AA, help to bind the outer electron. They are a crude cage, not a crystal: their potential at the ion is 4.8~V, whereas a rocksalt lattice of unit charges with the same nearest-neighbour distance gives 8.4~V. A constant potential adds a term linear in $q$ to $E(q)$ and so leaves $D$ unchanged.

The slope of $E(q)$ gives a check. Let $f=1-q$ be the occupation of the orbital being emptied. The energy is stationary against normalized changes of the orbitals, so only the explicit dependence on $f$ survives in the derivative. That derivative is the expectation value of the Kohn--Sham Hamiltonian in the orbital, which is its level $\varepsilon$. Since $df=-dq$,
\begin{equation}
\frac{dE}{dq}=-\frac{dE}{df}=-\varepsilon(q).
\end{equation}
For a straight line the level would stay fixed as the orbital empties. In PBE it falls from $-4.15$~eV at $q=0$ to $-12.02$~eV at $q=1$. The slope thus rises by $7.87$~eV, and the curve is convex. Integrating $-\varepsilon$ over five values of $q$ gives 8.077~eV, the same as $E(1)-E(0)$ to the digits printed.

The deviations are $D(1/4)=-0.739$, $D(1/2)=-0.986$ and $D(3/4)=-0.740$~eV. Equation~(\ref{eq:D}) at the midpoint gives $D(1/2)=-K/8$, so
\begin{equation}
K=8\times0.986\ \text{eV}\approx7.89\ \text{eV}.
\end{equation}
The same $K$ predicts $D(1/4)=-3K/32\approx-0.740$~eV, so the quadratic form describes this ion well. Sharing the hole between two distant copies of the ion lowers the PBE energy by 1.97~eV, and among four copies by 2.95~eV. Both numbers should be zero.

Exact exchange bends the curve the other way. In Hartree--Fock theory with fixed orbitals, the energy is linear in the occupation of one orbital, because its Coulomb self-repulsion is cancelled by its self-exchange. The relaxed energy is the minimum, over all orbital sets, of functions linear in $q$, and such a minimum is concave. The calculation with full exact exchange and PBE correlation agrees in sign: $D(1/2)=+0.264$~eV. Linear interpolation between the two midpoint values puts the zero at an exchange fraction
\begin{equation}
a=\frac{0.986}{0.986+0.264}\approx0.789,
\end{equation}
and a calculation at that fraction leaves $D(1/2)=0.003$~eV. This fraction belongs to this caged ion and is no recommendation for a solid.

Nor is $K=7.89$~eV a crystal value. Surroundings that polarize linearly add $-\tfrac12Rq^2$, with $R>0$, to a mean-field energy and so reduce the curvature by $R$. Below, $K$ is an effective, screened curvature and is treated as a free parameter.

\section{From a fractional-charge error to a missing minimum}

A false energy gain could merely reverse the order of two minima. To see whether it can remove one, a model needs hopping and lattice relaxation. Let $\psi_i$ be the hole amplitude on site $i$, with $n_i=|\psi_i|^2$ and $\sum_i n_i=1$. Let $x_i$ be a local distortion with stiffness $k$ and linear coupling $g$ to the hole. The nuclei are classical, and Coulomb interactions between sites are left out. The energy is
\begin{equation}
E=T+\sum_i\left(\frac k2x_i^2-g x_i n_i\right)+\sum_i D(n_i),
\label{eq:E}
\end{equation}
\begin{equation}
T=-t\sum_i\sum_{j\in i}\psi_i\psi_j ,
\end{equation}
where $j\in i$ runs over the nearest neighbours of $i$, so each bond appears twice. For given densities and $t>0$, equal phases minimize $T$, so $\psi$ may be taken real and non-negative. The correct one-hole model has $D=0$. The approximate one uses Eq.~(\ref{eq:D}) and is assumed right at whole site charges.

Completing the square in each distortion gives
\begin{equation}
\frac k2x_i^2-gx_in_i=\frac k2\left(x_i-\frac{g n_i}{k}\right)^2-\frac{g^2}{2k}n_i^2 .
\end{equation}
The squared term is zero at $x_i=gn_i/k$ and positive elsewhere. Eliminating $x_i$ therefore neither creates nor destroys minima. With $S=g^2/(2k)$, the relaxation energy of a hole held on one site,
\begin{equation}
E=T-S\sum_i n_i^2-\frac K2\sum_i(n_i-n_i^2).
\end{equation}
Since $\sum_i n_i=1$, the last sum is $1-\sum_i n_i^2$, and
\begin{equation}
E=T-A\sum_i n_i^2-\frac K2,\qquad A=S-\frac K2 .
\label{eq:map}
\end{equation}
Within this model, the convex functional produces the surface of an error-free lattice whose relaxation energy is too small by $K/2$. The additive constant moves no minimum.

Dividing by $t$ leaves $A/t$ as the one parameter that shapes the surface. If a localized minimum exists for $A>ct$, with $c$ set by the lattice, the correct model has one for $S>ct$ and the approximate model for $S>ct+K/2$. The authors' inference fails in the window
\begin{equation}
ct<S<ct+\frac K2 .
\label{eq:window}
\end{equation}

\subsection{Two sites, in closed form}

Write $n_{1,2}=(1\pm m)/2$ with $0\le m\le1$. Then $2\psi_1\psi_2=\sqrt{1-m^2}$ and $n_1^2+n_2^2=(1+m^2)/2$, so
\begin{equation}
E(m)=-t\sqrt{1-m^2}-\frac A2(1+m^2)-\frac K2 ,
\end{equation}
\begin{equation}
\frac{dE}{dm}=m\left(\frac{t}{\sqrt{1-m^2}}-A\right).
\end{equation}
The bracket is smallest at $m=0$, where it equals $t-A$. For $A\le t$ it is never negative, the energy rises with $m$, and the shared state is the sole minimum. For $A>t$ the shared state becomes a maximum along $m$, and the minimum lies at
\begin{equation}
m=\sqrt{1-\frac{t^2}{A^2}} .
\end{equation}
Its mirror image favours the other site. Thus $c=1$ here.

Take $t=0.50$~eV and $S=0.80$~eV. Without error, $A=0.80$~eV and $m=\sqrt{1-0.391}=0.781$. With $K=0.40$~eV, $A=0.60$~eV and $m=0.553$. With $K=0.80$~eV, $A=0.40$~eV is below $t$, and $m=0$: the localized minima have merged into the shared state. A direct search of the energy over the site densities was tested against the formula in all three cases.

\subsection{The cubic lattice}

In a three-dimensional band the minimum disappears differently. Making $E$ stationary with a multiplier $\mu$ for $\sum_i\psi_i^2=1$ gives $-2t\sum_{j\in i}\psi_j-4A\psi_i^3=2\mu\psi_i$, or
\begin{equation}
-t\sum_{j\in i}\psi_j-2A\psi_i^3=\mu\psi_i .
\end{equation}
The uniform state on $M$ sites solves this with $\mu=-6t-2A/M$. To test its stability, add a small wave $\delta_i$ orthogonal to it, with band energy $\epsilon$. The second-order change of $E-\mu\sum_i\psi_i^2$ is
\begin{equation}
\left(\epsilon-\frac{6A}{M}-\mu\right)\sum_i\delta_i^2
=\left(\epsilon+6t-\frac{4A}{M}\right)\sum_i\delta_i^2 .
\end{equation}
For a cube of side $L$, the smallest $\epsilon+6t$ is $2t[1-\cos(2\pi/L)]$, which falls as $L^{-2}$, while $4A/M$ falls as $L^{-3}$. With on-site coupling, the uniform state of a large cell is therefore a local minimum at any fixed $A$. This is a second objection to the manuscript: a relaxation started near the perfect lattice can stay delocalized even with a correct functional and a stable polaron. The scaling argument does not carry over to the long-range coupling of a polar oxide. That coupling grows as the inverse square of the wave vector, so its destabilizing term falls only as $L^{-1}$, and a sufficiently large cell makes the uniform state unstable. In a supercell smaller than that size the uniform state remains a local minimum, and the objection stands.

The localized solution can be followed by fixing the density $p$ on its central site and solving for the other amplitudes, $\mu$ and $A$. As $p$ decreases from near one, the required $A$ first falls and then rises. Its minimum is $A=3.93\,t$, at $p=0.74$; cubes of 9 and 11 sites per side give the same coupling to this precision. Just above this coupling there are two solutions. The denser one is the localized minimum. The other I identify as the saddle separating it from the uniform state, from the shape of the branch and without a separate stability test. At $c=3.93$ the two meet, and below it this branch offers no localized state. The central density does fall as $A$ is lowered, but the minimum vanishes while most of the hole is still on one site, instead of merging continuously with the uniform state.

A second threshold concerns energy order. At strong coupling, give each of the six neighbours a small amplitude $b$. The central density is $1-6b^2$, and to second order in $b$
\begin{equation}
E+\frac K2\approx-A-12tb+12Ab^2 .
\end{equation}
The minimum is at $b=t/(2A)$, where
\begin{equation}
E+\frac K2\approx-A-\frac{3t^2}{A},\qquad p\approx1-\frac{3t^2}{2A^2}.
\label{eq:strong}
\end{equation}
Equating the energy to the band bottom, $-6t$, gives $(A/t)^2-6(A/t)+3=0$. The larger root is $A/t=3+\sqrt6\approx5.45$; the numerical branch gives 5.41. Between 3.93 and 5.41 the localized state is metastable, and above 5.41 it is the lower of the two.

\section{The same lattice with and without the error}

Let $t=0.20$~eV and $S=1.40$~eV. These are round model values, not those of a material. The thresholds in $A$ are 0.785~eV for existence and 1.082~eV for stability. The full energy (\ref{eq:E}), with distortions and site errors kept explicit, was relaxed in small downhill steps on $11^3$ sites from a localized, slightly asymmetric start. Energies below are relative to the uniform state of the same functional.

\begin{itemize}
\item $K=0$: $A=1.40$~eV. The hole stays localized with central density 0.965 and energy $-0.288$~eV. Equation~(\ref{eq:strong}) gives $-1.40-0.086+1.20=-0.286$~eV relative to the band bottom. The uniform state of this finite cell lies $A/M\approx0.001$~eV below the band bottom, so on the same scale the relaxed energy is $-0.289$~eV, and the strong-coupling formula is off by about 0.003~eV.
\item $K=0.80$~eV: $A=1.40-0.40=1.00$~eV. The localized minimum survives with density 0.918, but at $+0.071$~eV. The error has reversed the energy order.
\item $K=1.40$~eV: $A=1.40-0.70=0.70$~eV, below 0.785~eV. The same start relaxes to the uniform state, with density $1/1331\approx0.0008$ on each site. The minimum is gone.
\end{itemize}

For this lattice the order reverses at $K=2(1.40-1.082)\approx0.64$~eV, and the minimum disappears at $K=2(1.40-0.785)=1.23$~eV. The third calculation looks just like the manuscript's evidence, yet the correct model has a polaron bound by 0.29~eV.

The control is a lattice with $S=0.60$~eV, which is below the existence threshold. Its hole is delocalized for $K=0$ and also for $K=1.40$~eV. At $K=1.40$~eV, then, the trapping and the non-trapping lattice give the same picture. A delocalized semilocal hole is no evidence \emph{for} self-trapping either.

The opposite error does opposite harm. With $S=0.60$~eV and a concave $K=-1.20$~eV, $A=0.60+0.60=1.20$~eV. The relaxation then finds a hole with central density 0.950, at $-0.104$~eV, in a lattice that has no true polaron. A localized hole obtained with too much exact exchange thus needs the same scrutiny.

In each localized case the relaxed density and energy were tested against the separately computed branch at $A=S-K/2$. They agree within $10^{-3}$ in density and $2\times10^{-4}$~eV in energy.

\section{What the authors may conclude, and what they should compute}

The semilocal result is not empty. If a thorough search finds no localized minimum, the model gives $S\le ct+K/2$. This is an upper bound on the relaxation energy. Within this on-site model it excludes self-trapping when $K\le0$, since then $S\le ct$. For $K>0$ it leaves the window (\ref{eq:window}) open. With $K=1.40$~eV and $t=0.20$~eV, that window runs from 0.785 to 1.485~eV, and from 1.082~eV upward it contains polarons that are truly stable.

The curvature must therefore be measured, and the geometry must be held fixed while this is done. At fixed $x_i$, the elastic term in Eq.~(\ref{eq:E}) is constant and the coupling is linear in $n_i$, so the second derivative of the site energy is $K$. If the distortion follows the charge, the term $-Sn_i^2$ enters and the second derivative becomes $K-2S=-2A$. That quantity mixes the physical relaxation with the error and cannot diagnose the functional.

I ask for three calculations.
\begin{enumerate}
\item Obtain a localized geometry from a method that supports one, for instance a hybrid functional. At that fixed geometry, vary the occupation of the localized level between zero and one, and report the deviation from the line, together with the localization of the hole at each occupation. Charged-cell errors also depend on $q$ and must be removed first.
\item Choose a functional for which this deviation is small, then relax both the localized and the delocalized hole with it. Report both energies, since existence and stability are separate questions.
\item Start from several distortions, including one close to the expected polaron, because the uniform state can be a local minimum of its own.
\end{enumerate}

A small deviation from the line is meaningful only if the hole stays localized at every occupation. A strongly convex functional can push the hole out of the fixed distortion and into the band, and the measured deviation is then far smaller than $K/8$ although $K$ is large. With the hole localized, a small deviation removes one source of error from this comparison but does not guarantee the result. The functional may still err at whole charges, in the band width, or in the elastic and coupling constants that determine $S$. The model has limits as well. Coulomb terms between sites alter the energy of partly spread holes, a polaron may occupy two anions or more, and quantum motion of the nuclei changes the energy balance. These effects can move the thresholds, and long-range polar coupling with classical nuclei can remove the existence threshold by binding a large polaron, so 3.93 and 5.41 should not be applied to the authors' oxide. The logical point needs no such numbers: a convex error can erase a minimum that the correct surface has. The claim that self-trapping is absent should be withdrawn unless the requested calculations support it.

\section*{Table of computed values}
\begin{verbatim}
Br ion, PBE/def2-TZVP, charge cage
cage radius 3.0 angstrom, charge +1.0 e
removal energy E(1)-E(0): 8.077 eV
integral of minus level over q: 8.077 eV
q=0.00: D=0.000 eV, level=-4.149 eV
q=0.25: D=-0.739 eV, level=-6.100 eV
q=0.50: D=-0.986 eV, level=-8.073 eV
q=0.75: D=-0.740 eV, level=-10.052 eV
q=1.00: D=0.000 eV, level=-12.020 eV
false gain, 2 sites: -1.973 eV
false gain, 4 sites: -2.954 eV
ion curvature from midpoint: 7.89 eV
D(0.5), full exact exchange + PBE corr.: 0.264 eV
interpolated exchange fraction: 0.789
D(0.5) at that fraction: 0.003 eV
two sites: t=0.50 eV, S=0.80 eV
K=0.00 eV: A=0.80 eV, imbalance m=0.781
K=0.40 eV: A=0.60 eV, imbalance m=0.553
K=0.80 eV: A=0.40 eV, imbalance m=0.000
cubic lattice 11^3 sites, t=0.20 eV
existence threshold A/t: 3.927 (9^3: 3.930)
central density at that threshold: 0.740
stability threshold A/t: 5.408
thresholds in A: 0.785 and 1.082 eV
dE = relaxed minus uniform energy; nmax = largest site density
S=1.40 K=0.00 A=1.40 eV: nmax=0.9650, dE=-0.2878 eV
S=1.40 K=0.80 A=1.00 eV: nmax=0.9181, dE=0.0708 eV
S=1.40 K=1.40 A=0.70 eV: nmax=0.0008, dE=0.0000 eV
S=0.60 K=0.00 A=0.60 eV: nmax=0.0008, dE=0.0000 eV
S=0.60 K=1.40 A=-0.10 eV: nmax=0.0008, dE=-0.0000 eV
S=0.60 K=-1.20 A=1.20 eV: nmax=0.9495, dE=-0.1044 eV
window of S for K=1.40 eV: 0.785 to 1.485 eV
\end{verbatim}
